# Grid error in the tunnelling factor of a thin oxide barrier

## Problem

An electron meets a flat oxide barrier whose top lies $\Phi=3.15$ eV above the electron's energy. The barrier is $d=2$ nm thick and the electron's mass in it is $m=0.42\,m_0$. The Schrödinger equation is solved on a uniform grid of spacing $a=0.1$ nm, with the usual three-point second difference. The barrier spans $N=20$ steps between its two interface nodes.

(a) By what percentage does the grid change the exponential tunnelling factor, and in which direction?

(b) How fine must the grid be to bring this error below 1 percent?

(c) Does the full transmission, including its prefactor, have the same error?

The exponential factor is the ratio of $|\psi|^2$ at the far side to $|\psi|^2$ at the near side for the purely decaying solution. Percentages are relative to the continuum value of the same model.

## A tempting solution

Inside the barrier $\psi''=\kappa^2\psi$, with

$$\kappa=\frac{\sqrt{2m\Phi}}{\hbar}=\sqrt{\frac{0.42\times3.15}{0.0380998}}\ \text{nm}^{-1}=5.893\ \text{nm}^{-1}.$$

The number in the denominator is $\hbar^2/2m_0$ in eV nm². The spacing is thus a modest fraction of the decay length, $\kappa a=0.589$. A Taylor expansion of the second difference gives

$$\frac{\psi(x+a)-2\psi(x)+\psi(x-a)}{a^2}=\psi''+\frac{a^2}{12}\psi''''+\dots$$

For an exponential, $\psi''''=\kappa^2\psi''$, so the relative error of the curvature is $(\kappa a)^2/12=0.029$. Since $\kappa$ is the square root of the curvature ratio $\psi''/\psi$, its relative error is half of that, about 1.4 percent. "The tunnelling factor is therefore wrong by one or two percent, and the grid is good enough."

## Where it fails

The estimate for $\kappa$ is sound. The last sentence is not, because it carries a relative error of $\kappa$ over to $e^{-2\kappa d}$ unchanged. If $\kappa$ changes by $\Delta\kappa$, the factor is multiplied by

$$e^{-2\,\Delta\kappa\,d}=\exp\!\left(-2\kappa d\,\frac{\Delta\kappa}{\kappa}\right).$$

The relative error of $\kappa$ is multiplied by the whole exponent, here $2\kappa d=23.57$, before it is exponentiated. An error of 1.4 percent in $\kappa$ becomes about 0.34 in the exponent, which is no longer small. The local accuracy of the wave function from one node to the next does not ensure the accuracy of its decay over twenty steps, since every step errs in the same direction.

## Right solution

**The decay constant of the grid.** With constant mass and potential, the grid equation is

$$\frac{\psi_{j+1}-2\psi_j+\psi_{j-1}}{a^2}=\kappa^2\psi_j .$$

Insert $\psi_j=e^{-j\kappa_g a}$ and divide by $\psi_j$:

$$e^{-\kappa_g a}-2+e^{\kappa_g a}=(\kappa a)^2 .$$

The left side is $2\cosh(\kappa_g a)-2=4\sinh^2(\kappa_g a/2)$. Taking the positive root,

$$\sinh\frac{\kappa_g a}{2}=\frac{\kappa a}{2},\qquad \kappa_g=\frac{2}{a}\,\operatorname{arsinh}\frac{\kappa a}{2}.$$

For positive $x$, $\operatorname{arsinh}x<x$, so $\kappa_g<\kappa$ at any spacing: the grid overestimates the exponential factor. The reason is visible in the Taylor expansion. The second difference assigns too much curvature to a given exponential. The potential fixes the curvature that is required, so a slower exponential satisfies the grid equation.

**The numbers.** With $\kappa a/2=0.29464$ the formula gives $\kappa_g=5.811$ nm⁻¹, and

$$2\kappa d=23.571,\qquad 2\kappa_g d=23.243,\qquad 2(\kappa-\kappa_g)d=0.3284 .$$

The two factors are $5.80\times10^{-11}$ in the continuum and $8.05\times10^{-11}$ on the grid. Their ratio is

$$\frac{e^{-2\kappa_g d}}{e^{-2\kappa d}}=e^{0.3284}=1.389 .$$

The answer to (a) is an overestimate of about 39 percent.

This can be tested without the formula for $\kappa_g$. The grid equation was solved as a linear system in a barrier 8 nm long, with $\psi=1$ at one end and $\psi=0$ at the other, and $|\psi|^2$ was read 20 steps from the first end. The far end is remote enough that its reflection is negligible there. The value agreed with $e^{-2\kappa_g d}$ to better than one part in $10^9$.

**How the error scales.** From $\operatorname{arsinh}x=x-x^3/6+3x^5/40-\dots$ with $x=\kappa a/2$,

$$\kappa-\kappa_g=\frac{\kappa^3a^2}{24}-\frac{3\kappa^5a^4}{640}+\dots$$

Multiplying the first term by $2d$ gives the leading-order ratio

$$\frac{e^{-2\kappa_g d}}{e^{-2\kappa d}}\approx\exp\!\left(\frac{\kappa^3a^2d}{12}\right).$$

Here it predicts an overestimate of 40.6 percent, slightly too large because the next term is negative. The logarithm of the ratio, not the percentage itself, is the quantity with simple scaling. To leading order it grows as $a^2$, as $(m\Phi)^{3/2}$ and in proportion to $d$. The last proportionality holds for the full formula too: at half the thickness, with all else fixed, the ratio is $\sqrt{1.389}=1.18$; at twice the thickness it is $1.389^2=1.93$. A grid validated on a thin barrier is therefore not validated for a thicker one.

At fixed thickness, the overestimate is 228 percent for $a=0.2$ nm, 8.8 percent for 0.05 nm and 2.15 percent for 0.025 nm. Between the last two spacings the logarithmic error falls with the power 1.99 of $a$, close to the expected 2.

**The spacing for 1 percent.** The condition is $2(\kappa-\kappa_g)d=\ln1.01=0.00995$. At leading order the exponent error is 0.341 at 0.1 nm, so

$$a\approx0.1\ \text{nm}\times\sqrt{\frac{0.00995}{0.341}}=0.0171\ \text{nm}.$$

The full formula gives the same value to these digits. Since the number of steps must be an integer, the answer to (b) is 118 steps; 117 steps leave the error just above 1 percent.

**Keeping the coarse grid.** The decay can instead be corrected through the mass. We need a grid mass $m_g$ for which the grid's own decay constant equals the continuum $\kappa$:

$$2\cosh(\kappa a)-2=\frac{2m_g\Phi a^2}{\hbar^2}=\frac{m_g}{m}(\kappa a)^2 .$$

Hence

$$m_g=m\,\frac{2[\cosh(\kappa a)-1]}{(\kappa a)^2}=0.4323\,m_0 .$$

This makes the exponential factor exact for this one value of $\Phi$. At another energy $\kappa$ differs, and so does the required mass. The correction also does not repair the prefactor, to which we now turn.

## The full transmission

Let silicon lie on both sides, with mass $0.92\,m_0$ along the tunnelling direction and an incident kinetic energy $\varepsilon=0.1$ eV in that direction. Measure the potential from the electron's energy: $U=\Phi$ in the oxide and $U=-\varepsilon$ in silicon. Define $t=\hbar^2/(2ma^2)$ with the mass of each material. At interface node 0 the flux-conserving grid equation is

$$t_{ox}(\psi_1-\psi_0)-t_{Si}(\psi_0-\psi_{-1})=U_0\psi_0 .$$

Write $U_0=(\Phi-\varepsilon)/2+\delta$, where $\delta$ is the excess over the mean of the two potentials. With $\eta=\kappa_g a$ and $\theta$ the phase per step in silicon, the bulk equations give

$$\tfrac12\Phi=t_{ox}(\cosh\eta-1),\qquad \tfrac12\varepsilon=t_{Si}(1-\cos\theta).$$

Inserting these and collecting the terms in $\psi_0$,

$$t_{ox}(\psi_1-\cosh\eta\,\psi_0)=t_{Si}(\cos\theta\,\psi_0-\psi_{-1})+\delta\psi_0 .$$

In silicon take $\psi_j=e^{ij\theta}+r\,e^{-ij\theta}$. In an opaque barrier the growing wave is negligible at the entrance, so $\psi_j=Be^{-j\eta}$. With

$$s=t_{Si}\sin\theta,\qquad q=t_{ox}\sinh\eta,$$

the matching equation becomes $-qB=is(1-r)+\delta B$. Continuity gives $1+r=B$, hence $1-r=2-B$, and

$$B=\frac{2is}{is-q-\delta},\qquad |B|^2=\frac{4s^2}{(q+\delta)^2+s^2}.$$

At the exit a decaying wave of amplitude $b=Be^{-N\eta}$ arrives, a wave $g$ is reflected and $\tau=b+g$ is transmitted. The same steps at node $N$ give

$$is\tau=q(g-b)+\delta\tau .$$

Replacing $g$ by $\tau-b$ yields $\tau(q+\delta-is)=2qb$. Both leads are alike, so $T=|\tau|^2$, and since $N\eta=\kappa_g d$,

$$T=\frac{16\,s^2q^2}{[(q+\delta)^2+s^2]^2}\,e^{-2\kappa_g d}.$$

**Mean potential at the end nodes.** For $\delta=0$ this has the continuum form, with grid values in place of the continuum velocities. Using $\sinh\eta=2\sinh(\eta/2)\cosh(\eta/2)$,

$$q=t_{ox}\,\kappa a\sqrt{1+\frac{(\kappa a)^2}{4}} .$$

The square root is absent in the continuum limit. It raises $q^2$ by a factor 1.087. When $q\gg s$ the prefactor is close to $16s^2/q^2$, so the grid lowers it by about that factor, and the expected ratio is $1.389/1.087=1.28$.

Direct solution of the grid equations with open leads gives $T=1.663\times10^{-11}$ at 0.1 nm and $1.306\times10^{-11}$ on a grid of 1280 steps, a ratio of 1.273. The small remainder comes from the grid value of $s$ and from the $s^2$ in the denominator. The answer to (c) is no: the transmission is overestimated by 27 percent, not 39, because the prefactor errs in the opposite direction.

**Other end nodes.** If the interface nodes carry the full barrier potential, $\delta=(\Phi+\varepsilon)/2=1.625$ eV. The ratio to the fine-grid result becomes 0.46, so the transmission is now underestimated. If they carry the silicon potential, $\delta=-1.625$ eV and the ratio is 4.9.

The size of this effect has a simple reading. For small $\delta/q$ and $s\ll q$, the prefactor changes by about $e^{-4\delta/q}$. Here $|\delta|/q=0.29$, so this is only a rough estimate: it gives factors of 0.31 and 3.2 relative to mean end nodes, where the solutions give 0.36 and 3.9. To lowest order in $a$, $q=t_{ox}\kappa a=\Phi/(\kappa a)$, because $\Phi=t_{ox}(\kappa a)^2$. For the full-barrier choice,

$$\frac{4\delta}{q}\approx2\kappa a\left(1+\frac{\varepsilon}{\Phi}\right).$$

Apart from the small $\varepsilon/\Phi$, this is the effect of making the barrier one spacing thicker, half a spacing at each interface. A thickness change of 0.1 nm alters the exponential factor 3.25 times. This error is of first order in $a$, whereas the error of $\kappa_g$ is of second order, so a careless interface can hide or outweigh the error asked for in (a).

## With a field across the oxide

Suppose 1 V drops across the oxide, a field of 5 MV/cm. The local barrier falls linearly from 3.15 eV to 2.15 eV. If it changes slowly over a decay length, each grid step has its local decay constant and the exponent is $2\int_0^d\kappa_g(x)\,dx$. With a field, "exponential factor" means the exponential of this integral alone, without the slowly varying amplitude that also enters $|\psi|^2$. Comparing it with $2\int_0^d\kappa(x)\,dx$ gives an exponential ratio of 1.29. The error is smaller than at zero field because, to leading order in the spacing, it depends on the average of $\kappa^3$, which falls with the barrier.

For the full transmission, again with mean potentials at the interface nodes, direct solutions at 0.1 nm and with 1280 steps give a ratio of 1.19. The exit electron now has 1.1 eV of kinetic energy in the parabolic silicon model, and the grid error of its velocity lowers the ratio from about 1.21 to 1.19. The rest of the prefactor errs less than at zero field, so the prefactor as a whole is again lowered by about 8 percent, and the fall from 27 to 19 percent comes from the exponential. The figure of 39 percent thus belongs to the flat barrier.

## The model beside a real oxide

The parameters are roughly those of a thin SiO₂ gate oxide on silicon, and 5 MV/cm lies below the rough 10 MV/cm scale of breakdown. The model is still much simpler than a device. Each of the following changes is applied alone to the continuum exponential factor, with the other parameters held fixed.

- The 1 V drop raises it 7.3 times. The full transmission of the model above rises more, about 24 times, mainly because the exit velocity also grows.
- Reducing the barrier by the thermal energy at 300 K, 0.0259 eV, raises it by 10 percent.
- Thinning the oxide by 0.1 nm raises it 3.25 times.
- The image force raises it about 14 times in a classical estimate.
- A two-band dispersion in the oxide raises it about 96 times.

The image estimate uses sharp interfaces and rough relative permittivities $\epsilon_{ox}=2.1$ (fast response) and $\epsilon_{Si}=11.7$. Each reflection multiplies an image charge by $R=(\epsilon_{ox}-\epsilon_{Si})/(\epsilon_{ox}+\epsilon_{Si})$. Summing the images on both sides, with the factor ½ of an induced energy, gives

$$W(x)=\frac{e^2}{8\pi\epsilon_0\epsilon_{ox}}\left[\sum_{n=0}^{\infty}R^{2n+1}\!\left(\frac{1}{2x+2nd}+\frac{1}{2(d-x)+2nd}\right)+\sum_{n=1}^{\infty}\frac{R^{2n}}{nd}\right].$$

At mid-oxide $W=-0.18$ eV. That lowering applied uniformly would raise the factor only about twofold. The rest comes from regions nearer the interfaces, where $W$ diverges and the classical picture is least reliable; $\kappa$ was set to zero where $\Phi+W<0$. If the lowering within 0.16 nm of each interface, about one Si–O bond length, is left out, the gain falls from 14 to 2.6 times. The larger figure thus rests mostly on distances at which a continuous dielectric with a sharp edge is a poor description. It also depends strongly on the permittivity chosen: with the static value $\epsilon_{ox}=3.9$ the gain is 3.3 instead of 14.

The two-band estimate couples a conduction and a valence edge separated by a rough gap $E_g=9$ eV through a term $Pk$. At energy $\Phi$ below the upper edge, the determinant condition is $\Phi(\Phi-E_g)=P^2k^2$. With $k=i\kappa_2$ and $P^2=E_g\hbar^2/2m$, which reproduces the mass $m$ at the band edge,

$$\kappa_2^2=\frac{2m\Phi}{\hbar^2}\left(1-\frac{\Phi}{E_g}\right),\qquad \kappa_2=4.75\ \text{nm}^{-1}.$$

The gain depends on the gap assumed: it is about 130 for $E_g=8.5$ eV and about 82 for 9.3 eV. The image and two-band figures are sensitivities, not corrections to be multiplied together: a barrier and mass fitted to measured currents may already absorb part of both effects. They show that an accurate grid does not make the model accurate. The grid error still matters, because a mass or thickness fitted with a coarse grid would absorb it as well. For the exponential factor alone, the shift from $0.42$ to $0.4323\,m_0$ found above is its size in terms of mass. A fit to the full transmission of the flat barrier, with mean potentials at the interface nodes, would give about $0.430\,m_0$, because the prefactor error offsets part of the error in the decay. The main parameters and results are collected in the numerical output below.

## Computed results

```
Barrier height: 3.15 eV
Oxide mass: 0.42 m0
Barrier width: 2.0 nm
Grid spacing: 0.1 nm; steps: 20
hbar^2/(2 m0): 0.0380998 eV nm^2
Continuum kappa: 5.89276 1/nm
kappa*a: 0.58928 (dimensionless)
Grid kappa_g: 5.81066 1/nm
Continuum exponent 2*kappa*d: 23.5710
Grid exponent 2*kappa_g*d: 23.2427
Exponent difference: 0.3284
Continuum exponential factor: 5.7974e-11
Grid exponential factor: 8.0509e-11
Ratio grid/continuum: 1.3887
Overestimate: 38.9 percent
Leading-order overestimate: 40.6 percent
Overestimate at a=0.200 nm: 227.64 percent
Overestimate at a=0.100 nm: 38.87 percent
Overestimate at a=0.050 nm: 8.81 percent
Overestimate at a=0.025 nm: 2.15 percent
Observed order of logarithmic error: 1.990
Spacing for 1 percent error: 0.01709 nm
Smallest number of steps below 1 percent: 118
Adjusted grid mass: 0.43230 m0
Incident normal energy: 0.10 eV
Silicon normal mass: 0.92 m0
Full transmission, fine grid: 1.3063e-11
Full transmission, mean end nodes: 1.6630e-11
Full ratio, mean end nodes: 1.2731
Full ratio, full-barrier end nodes: 0.4623
Full ratio, silicon-potential end nodes: 4.9264
Oxide voltage drop: 1.0 V
Oxide field: 5.0 MV/cm
Exponential grid ratio with field: 1.2916
Full grid ratio with field: 1.1872
Field changes exponential factor by: 7.27 times
Oxide fast relative permittivity: 2.1
Silicon relative permittivity: 11.7
Image energy at mid-oxide: -0.1810 eV
Image force changes factor by: 13.83 times
Two-band oxide gap: 9.0 eV
Two-band kappa: 4.7509 1/nm
Two-band dispersion changes factor by: 96.3 times
Thermal energy at 300 K: 0.02585 eV
Thermal energy changes factor by: 1.102 times
Thinning by 0.1 nm changes factor by: 3.250 times
```
